# Barzilai-Borwein Density Mixing as an Inverse Rayleigh Quotient

Let a self-consistent calculation update its density by \(\rho_{n+1}=\rho_n+\alpha_n r_n\), where \(r_n=F(\rho_n)-\rho_n\) and \(F\) maps an input density to the output density. From the last secant pair

\[
s=\rho_n-\rho_{n-1},\qquad y=r_n-r_{n-1},
\]

the Barzilai-Borwein mixing parameter is

\[
\alpha_n=-\frac{\langle s,s\rangle}{\langle s,y\rangle}
=\frac{\langle s,s\rangle}{\langle s,\bar J s\rangle},\qquad
\bar J=\int_0^1 J(\rho_{n-1}+ts)\,dt ,
\tag{1}
\]

where \(J=1-\chi_0 v\) is the dielectric operator. The parameter is the inverse Rayleigh quotient of \(J\) averaged over the segment between the last two densities; close to the solution \(\bar J\) becomes \(J\) itself. The setting is Hartree theory: \(v\) is the Coulomb kernel, there is no exchange-correlation kernel, the electron number is fixed, and the occupations are smooth and decrease with energy. The inner product is the Coulomb metric on neutral density changes,

\[
\langle a,b\rangle=\iint a(\mathbf r)\,v(\mathbf r,\mathbf r')\,b(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\]

Atomic units are used throughout.

## What goes wrong with one fixed parameter

The map \(F\) depends on \(\rho\) through the potential. A change \(\delta\rho\) alters the potential by \(v\,\delta\rho\) and the output density by \(\chi_0v\,\delta\rho\), with \(\chi_0\) the independent-electron response. Hence

\[
\delta r=\chi_0v\,\delta\rho-\delta\rho=-J\,\delta\rho .
\tag{2}
\]

Near the solution \(\rho_*\), \(r_n=-J(\rho_n-\rho_*)\), and the update gives \(r_{n+1}=(1-\alpha_nJ)r_n\). For an eigenmode of \(J\) with eigenvalue \(\lambda_i\) and residual amplitude \(g_i\),

\[
g_i^{n+1}=(1-\alpha_n\lambda_i)\,g_i^n .
\tag{3}
\]

With \(\alpha=1\), every mode with \(\lambda_i>2\) grows: the response overshoots and charge sloshes back and forth.

Uniform jellium shows how large \(\lambda\) becomes. Plane waves diagonalize both \(v=4\pi/q^2\) and \(\chi_0\). At zero temperature, with spin factor 2,

\[
\chi_0(q)=2\int\!\frac{d^3k}{(2\pi)^3}\frac{f_k-f_{k+q}}{\varepsilon_k-\varepsilon_{k+q}}
=-\frac{4}{(2\pi)^3}\,\mathrm P\!\!\int_{k<k_F}\!\frac{d^3k}{q^2/2+\mathbf k\cdot\mathbf q},
\]

because the substitution \(\mathbf k\to-\mathbf k-\mathbf q\) makes the two terms equal. Let \(u\) be the component of \(\mathbf k\) along \(\mathbf q\). The perpendicular disc has area \(\pi(k_F^2-u^2)\), so with \(a=q/2\)

\[
\chi_0=-\frac{1}{2\pi^2q}\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-u^2}{u+a}\,du .
\]

Writing the integrand as \(-(u-a)+(k_F^2-a^2)/(u+a)\), the integral is \(2ak_F+(k_F^2-a^2)\ln|(k_F+a)/(k_F-a)|\). With \(x=q/2k_F\) this gives

\[
\lambda(q)=1+\frac{4k_F}{\pi q^2}\,S(x),\qquad
S=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\tag{4}
\]

For \(x\to0\) the logarithm tends to \(2x\) and \(S\to1\), so \(\lambda\approx 4k_F/(\pi q^2)\): long waves are strongly screened. For large \(x\), expanding the logarithm in \(1/x\) gives \(S\to1/(3x^2)\), so \(\lambda\to1\). A cell of length \(L\) admits \(q=2\pi/L\), and the condition number \(\kappa=\lambda_{\max}/\lambda_{\min}\) therefore grows as \(L^2\) for long cells.

The best fixed \(\alpha\) minimizes the larger of \(|1-\alpha\lambda_{\min}|\) and \(|1-\alpha\lambda_{\max}|\), since \(|1-\alpha\lambda|\) is convex in \(\lambda\) and peaks at an end of the spectrum. The minimum lies where \(1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1\):

\[
\alpha_{\rm opt}=\frac{2}{\lambda_{\min}+\lambda_{\max}},\qquad
\text{factor per step}=\frac{\kappa-1}{\kappa+1}.
\tag{5}
\]

Take \(r_s=4\) bohr, \(L=100\) bohr and the 30 modes \(q=2\pi m/L\) up to \(4k_F\). The spectrum runs from 1.016 to 155.5, so \(\alpha_{\rm opt}=2/156.5=0.0128\) and the factor is 0.9870. Reducing the residual by \(10^8\) takes at most \(18.42/0.01306\approx1410\) steps; a start with equal amplitudes takes 1355. One number must serve two ends of the spectrum, and it serves both badly.

## Letting the parameter follow the residual

A varying \(\alpha\) can treat different modes in turn. The greedy choice uses the error \(e=\rho-\rho_*\) and the quadratic function \(E=\tfrac12\langle e,Je\rangle\). Since \(r=-Je\) and \(J\) is self-adjoint in this metric (shown below),

\[
E(e+\alpha r)=E(e)-\alpha\langle r,r\rangle+\tfrac12\alpha^2\langle r,Jr\rangle ,
\]

which is smallest at \(\alpha=\langle r,r\rangle/\langle r,Jr\rangle\). This is steepest descent. It has two defects. It needs \(Jr_n\) before the step is taken, which costs an additional evaluation of \(F\) or a response calculation. It is also still slow: for \(L=100\) bohr the median over 11 random starts is 938 steps, against 1359 for optimal fixed mixing.

The secant pair contains curvature information that has already been paid for. If \(J\) is to be modelled by the number \(1/\alpha\), equation (2) asks for \(y\approx-s/\alpha\). Minimizing \(\|\beta s+y\|^2\) over \(\beta=1/\alpha\) gives \(\beta\langle s,s\rangle+\langle s,y\rangle=0\), which is the first form in (1). Minimizing \(\|s+\alpha y\|^2\) over \(\alpha\) instead gives the companion choice \(-\langle s,y\rangle/\langle y,y\rangle\). When \(\langle s,y\rangle<0\), the Cauchy-Schwarz inequality \(\langle s,y\rangle^2\le\langle s,s\rangle\langle y,y\rangle\) shows that the companion is never the larger of the two.

## Why it is a Rayleigh quotient

Integrating (2) along the segment from \(\rho_{n-1}\) to \(\rho_n\) gives, without linearization,

\[
y=\int_0^1\frac{d}{dt}\,r(\rho_{n-1}+ts)\,dt=-\bar Js ,
\]

and inserting this in \(-\langle s,s\rangle/\langle s,y\rangle\) proves (1). The quotient is certain to lie within the spectrum of \(J\) if \(J\) is self-adjoint in the chosen metric. For real orbitals with occupations \(f_i=f(\varepsilon_i)\), first-order perturbation theory at fixed electron number gives, for a potential change \(V\) with matrix elements \(V_{ij}\),

\[
\int V\chi_0V=\sum_{i\ne j}\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}V_{ij}^2
+\sum_if_i'V_{ii}^2-\frac{\left(\sum_if_i'V_{ii}\right)^2}{\sum_if_i'} .
\]

For degenerate levels the ratio becomes \(f'\). The last term comes from the shift \(\delta\mu=\sum_i f_i'V_{ii}/\sum_i f_i'\) that keeps the electron number fixed. Since \(f\) decreases, the first sum is not positive. With weights \(-f_i'\), the other two terms together are minus a weighted variance of \(V_{ii}\). So \(\chi_0\le0\). The same calculation for \(\int W\chi_0V\) replaces \(V_{ij}^2\) by \(W_{ij}V_{ij}\), \(V_{ii}^2\) by \(W_{ii}V_{ii}\), and the squared sum by \(\left(\sum_if_i'W_{ii}\right)\left(\sum_if_i'V_{ii}\right)\). The result is unchanged when \(V\) and \(W\) are exchanged, so \(\chi_0\) is symmetric. Then

\[
\langle a,Jb\rangle=\int a\,v\,b-\int (va)\,\chi_0\,(vb)=\langle Ja,b\rangle,\qquad
\langle a,Ja\rangle\ge\langle a,a\rangle .
\]

The metric does not depend on the density, so both properties survive the average over the segment. Hence \(1/\alpha_n\ge1\), that is \(0<\alpha_n\le1\), even far from the solution. Each such update is the convex combination \((1-\alpha_n)\rho_n+\alpha_nF(\rho_n)\), so a non-negative density stays non-negative. This does not prove that the nonlinear iteration converges.

The metric matters. In an inhomogeneous system \(\chi_0\) and \(v\) do not commute, \(J\) is not symmetric under the plain integral \(\int ab\), and the plain quotient need not stay within the spectrum. In uniform jellium they commute and either metric gives a quotient inside it. With an exchange-correlation kernel, \(v\) is replaced by \(K=v+f_{xc}\). If \(K\) is symmetric and positive at the solution, the same argument holds locally in the metric of \(K\). If \(K\) is not positive, the argument and the bound \(\alpha_n\le1\) are lost. This is the case in the local-density approximation, where \(f_{xc}\) is negative and independent of \(q\) while \(v\) falls as \(1/q^2\): for jellium at \(r_s=4\) bohr, \(K<0\) for \(q>1.9k_F\), and the smallest eigenvalue of \(J\) drops to about 0.92.

## The delay and the loss of monotonicity

In the linear regime \(s=\alpha_{n-1}r_{n-1}\), and the prefactor cancels:

\[
\alpha_n=\frac{\langle r_{n-1},r_{n-1}\rangle}{\langle r_{n-1},Jr_{n-1}\rangle},\qquad
\frac1{\alpha_n}=\frac{\sum_i\lambda_i(g_i^{n-1})^2}{\sum_i(g_i^{n-1})^2}.
\tag{6}
\]

This is the steepest-descent parameter of the previous residual, applied one step late. It descends on neither \(E\) nor the residual norm by construction. From

\[
\|r-\alpha Jr\|^2=\|r\|^2-2\alpha\langle r,Jr\rangle+\alpha^2\langle Jr,Jr\rangle
\]

the norm grows exactly when \(\alpha_n>2\langle r_n,Jr_n\rangle/\langle Jr_n,Jr_n\rangle\). A single mode grows when \(\alpha_n\lambda_i>2\).

The trace for \(L=100\) bohr, with equal starting amplitudes and first step \(1/\lambda_{\max}\), shows the mechanism in the mode \(\lambda=39.46\).

| step | \(1/\alpha\) | factor \(1-39.46\,\alpha\) | \(\lVert r\rVert/\lVert r_0\rVert\) after |
|---|---|---|---|
| 1 | 9.07 | −3.35 | 0.890 |
| 2 | 3.33 | −10.8 | 5.02 |
| 3 | 12.0 | −2.29 | 11.4 |
| 4 | 38.7 | −0.019 | 0.491 |

Step 0 multiplies this mode by \(1-39.46/155.5=0.746\). After step 2 its amplitude is \(0.746\times3.35\times10.8\approx27\). Divided by the initial norm \(\sqrt{30}=5.48\), this is 4.9, nearly the whole residual of 5.02. Step 3 still uses the older residual and amplifies the mode again. Step 4 sees the residual that this mode dominates, finds \(1/\alpha=38.7\), and cuts it by a factor of about 50. Large steps reduce soft modes and inflate stiff ones; the inflated stiff mode then dominates the quotient and calls for the small step that removes it. The run needs 70 steps, and the residual grows in 24 of them, once by a factor of 17.8. A safeguard that rejected every increase would reject steps that belong to the scheme.

## What can be proved about convergence

Consider the linear iteration with \(0<\lambda_1\le\dots\le\lambda_N\), \(\kappa>1\), \(\theta=1-1/\kappa\) and a first parameter in \([1/\lambda_N,1/\lambda_1]\). By (6) all later parameters lie there too, so \(\alpha_k\lambda_i\ge1/\kappa\) and \(1-\alpha_k\lambda_i\le\theta\). A mode can fail to shrink by \(\theta\) only if \(\alpha_k\lambda_i>1+\theta\), that is, if \(1/\alpha_k<c\) with \(c=\lambda_i/(1+\theta)\). Writing \(h_j=g_j^{k-1}\), equation (6) turns this into

\[
\sum_{j\ge i}(\lambda_j-c)h_j^2<\sum_{j<i}(c-\lambda_j)h_j^2\le c\sum_{j<i}h_j^2 .
\]

On the left \(\lambda_j-c\ge\lambda_i-c=\theta c\). Keeping only \(j=i\) there gives

\[
h_i^2\le\frac1\theta\sum_{j<i}h_j^2 .
\tag{7}
\]

A mode can thus be amplified beyond \(\theta\) only if, one step earlier, it was bounded by the softer modes. Let \(M_i=\max(\theta,\lambda_i/\lambda_1-1)\), which bounds \(|1-\alpha\lambda_i|\) for every allowed \(\alpha\). The claim is \(|g_i^k|\le C_i\theta^k\) with

\[
C_i=\max\left\{|g_i^0|,\ \frac{M_i|g_i^0|}{\theta},\ \frac{M_i^2}{\theta^{5/2}}\Big(\sum_{j<i}C_j^2\Big)^{1/2}\right\}.
\]

The first two entries cover \(k=0\) and \(k=1\). For the step from \(k\ge1\) to \(k+1\), either the mode shrinks by \(\theta\) and the bound carries over, or (7) applies and

\[
|g_i^{k+1}|\le M_i^2|h_i|\le M_i^2\,\theta^{-1/2}\,\theta^{k-1}\Big(\sum_{j<i}C_j^2\Big)^{1/2}\le C_i\theta^{k+1}.
\]

For \(i=1\) the second case cannot occur, because \(\alpha_k\lambda_1\le1\). Induction over \(i\) completes the proof.

The guarantee is weak. Its rate \(1-1/\kappa\) is worse than \((\kappa-1)/(\kappa+1)=1-2/(\kappa+1)\) of optimal fixed mixing, and for \(L=100\) bohr the largest constant is about \(10^{20}\). The speed seen in the runs is a numerical finding, not a consequence of this bound.

## Reading the jellium comparison fairly

Median steps to reduce the residual by \(10^8\), over 11 random starts, are:

| \(L\) (bohr) | \(\kappa\) | fixed | steepest descent | Barzilai-Borwein |
|---|---|---|---|---|
| 25 | 10.2 | 92 | 68 | 16 |
| 50 | 38.9 | 342 | 194 | 32 |
| 100 | 153 | 1359 | 938 | 62 |
| 200 | 611 | 5387 | 4000 | 136 |

The last column has an advantage that must be discounted. Its first step, \(\alpha_0=1/\lambda_{\max}\), removes the stiffest mode up to rounding. In the trace above, 69 of the 70 steps would have amplified that mode, yet the run converged, so its amplitude must have been exactly zero in machine arithmetic.

Without its top mode, the cell of 100 bohr has the ratio \(39.46/1.016=38.9\), the condition number of the 50 bohr cell. The count for fixed mixing is governed almost entirely by \(\kappa\). A fairer reading therefore sets each Barzilai-Borwein count against fixed mixing one row higher: 32 against 92 fixed steps, 62 against 342, and 136 against 1359. The gain is then about 3, 5.5 and 10 instead of 11, 22 and 40. This shift is only an estimate, and it errs low. With a first step that leaves the top mode alive (\(\alpha_{\rm opt}\) or \(1/2\lambda_{\max}\)), the medians for the four cells are about 27, 50, 100 and 230, a gain of about 3.4, 7, 14 and 23 over fixed mixing in the same cell. The same shift cannot be used for steepest descent, whose count depends on the whole spectrum and not on \(\kappa\) alone. Against fixed mixing the delayed quotient remains faster, and its lead widens with \(\kappa\) in these runs. No scaling law for its count has been derived here.

## A nonlinear case without that advantage

The second example solves the Hartree problem for jellium whose background varies along one axis between 0.84 and 1.13 of its mean, in a periodic cell of 40 bohr with \(k_BT=0.02\) hartree and free motion parallel to the planes. The first parameter is 0.05, chosen without knowledge of the spectrum. At the solution \(J\) has eigenvalues from 1.001 to 25.02. The lower end is set by the grid of 49 points: it is about 1.003 with 16 harmonics and 1.0001 with 40, while the upper end does not change in the digits shown.

The first secant pair gives \(\alpha_1=0.042877\), with inverse 23.322. The quotient of \(J\) from perturbation theory, averaged over the segment, is also 23.322; with the final \(J\) it is 23.184, lower by 0.6%. That difference measures how much \(J\) changes between the first segment and the solution. For the 11 late pairs, where the residual is below \(10^{-5}\) of its initial value, the final \(J\) reproduces \(1/\alpha_n\) to within a relative \(10^{-5}\).

For \(J\) obtained by finite differences, the relative asymmetry \(\lVert J-J^T\rVert/\lVert J\rVert\) (Frobenius norms) is 2.6% in the plain metric. In the Coulomb metric \(\lVert vJ-(vJ)^T\rVert/\lVert vJ\rVert\) is \(2\times10^{-10}\), below the relative deviation \(5\times10^{-9}\) between the finite-difference and perturbative \(J\). The plain quotient can reach 25.020, against a largest eigenvalue of 25.018, so for this weak modulation it exceeds the top of the spectrum only slightly. The range of the plain quotient computed by the program also includes the uniform density change, whose quotient is 1 and which never occurs as a secant step. The iteration with the plain metric was not run, so its step count is not known.

Barzilai-Borwein mixing converges in 42 steps, with 10 increases of the residual and parameters between 0.040 and 0.92. Fixed mixing with \(\alpha_{\rm opt}=0.0769\), taken from the spectrum at the solution, needs 221. This value minimizes the worst-case factor per step, not the count from this particular start; the slightly smaller \(\alpha=0.075\) needs about 180. Both methods evaluate \(F\) once per step; the adaptive one stores one extra density and residual. Because its residual is not monotone, the first passage below a threshold does not ensure that the next step stays below it, and a cautious stopping rule asks for several small residuals in succession. The numerical output follows.

## Numbers as computed

```
r_s = 4.0 bohr, k_F = 0.47979 1/bohr, n0 = 0.003730 bohr^-3
Jellium L = 100 bohr: 30 modes
  lambda_min = 1.01572, lambda_max = 155.518
  three largest lambda: 155.52, 39.46, 17.97
  kappa = 153.111, theta = 0.99347
  optimal fixed alpha = 0.012777, factor per step = 0.98702
BB trace, equal starting modes: step, alpha, 1/alpha, |r|/|r0| after
   0  0.00643    155.518  9.590e-01
   1  0.11029      9.067  8.897e-01
   2  0.30020      3.331  5.024e+00
   3  0.08339     11.992  1.136e+01
   4  0.02582     38.728  4.905e-01
   5  0.02539     39.393  4.006e-01
   6  0.09110     10.977  3.529e-01
   7  0.44805      2.232  4.876e-01
   8  0.58860      1.699  4.373e+00
   9  0.06316     15.832  8.102e-01
  10  0.05519     18.120  6.542e-01
  11  0.03586     27.884  2.763e-01
  steps to 1e-8: BB 70, fixed 1355
  BB alpha range: 0.00643 to 0.83345
  BB steps with growing residual: 24
  largest one-step growth factor: 17.77
  steps amplifying the stiffest mode: 69
  last fixed-mixing factor: 0.98687
  log10 of largest proof constant: 19.9
Median steps to 1e-8, 11 random starts (BB range in brackets)
  L/bohr   kappa   fixed  steepest descent  BB
     25     10.23     92       68         16 [15-18]
     50     38.85    342      194         32 [28-35]
    100    153.11   1359      938         62 [57-73]
    200    610.77   5387     4000        136 [114-165]
  growth of steps, L 25 to 200: fixed x58.6, BB x8.5
Hartree cell 40 bohr, 49 points, kT = 0.02 hartree
  background / n0: 0.840 to 1.134
  J spectrum: 1.00092 to 25.018, kappa = 24.995
  plain-metric quotient range: 1.00000 to 25.020
  relative asymmetry of J: plain 2.58e-02, Coulomb 2.0e-10
  J, finite difference vs perturbation theory: 5.2e-09
  first alpha 0.05, first BB alpha 0.042877
  its inverse 23.32240, path-averaged quotient 23.32240
  quotient with final J for the same pair: 23.18355
  late pairs: 11, largest relative deviation 8.9e-06
  BB alpha range 0.04002 to 0.91723
  BB steps with growing residual: 10
  optimal fixed alpha 0.07687, factor 0.92306
  steps to 1e-8: BB 42, fixed 221
```
